# Mobility with acoustic and impurity scattering: failure of adding inverse mobilities: a program that tests the result

```python
"""Nondegenerate mobility with acoustic and ionized-impurity scattering.

Result under test, with x = E/kT, tau_a = A x^(-1/2), tau_i = B x^(3/2):
  mu_a = 4 e A / (3 sqrt(pi) m),  mu_i = 8 e B / (sqrt(pi) m)
  c = sqrt(A/B) = sqrt(6 mu_a/mu_i)  (energy of equal lifetimes, in kT)
  mu/mu_a = 1 + c^2 [Ci(c) cos c + (Si(c) - pi/2) sin c]
Adding inverse mobilities gives mu_M = mu_a/(1 + c^2/6) > mu.
R = mu/mu_M measures the failure of that rule.
"""
import numpy as np
import mpmath as mp
from scipy import constants as const
from scipy.integrate import simpson
from scipy.optimize import brentq, minimize_scalar
from scipy.special import sici


def mobility_fraction(c):
    """Closed form of mu/mu_a."""
    si, ci = sici(c)
    return 1 + c**2 * (ci * np.cos(c) + (si - np.pi / 2) * np.sin(c))


def ratio_to_rule(c):
    """Closed form of R = mu/mu_M."""
    return (1 + c**2 / 6) * mobility_fraction(c)


def fraction_by_quadrature(c):
    """mu/mu_a as a ratio of energy averages of the lifetimes."""
    c = mp.mpf(c)
    points = sorted([mp.mpf(0), c, mp.mpf(1), mp.mpf(10)]) + [mp.inf]

    def combined(x):
        if x == 0:
            return mp.mpf(0)
        rate = mp.sqrt(x) + c**2 * x**mp.mpf(-1.5)
        return x**mp.mpf(1.5) * mp.exp(-x) / rate

    acoustic = mp.quad(lambda x: x * mp.exp(-x), [0, 1, 10, mp.inf])
    return float(mp.quad(combined, points) / acoustic)


# Model parameters in SI units
mass = 0.3 * const.m_e
temperature = 300.0
A = 0.20e-12
B = 0.05e-12
charge = const.e
kT = const.k * temperature
to_cm2 = 1e4


def tau_acoustic(x):
    return A * x**-0.5


def tau_impurity(x):
    return B * x**1.5


def tau_both(x):
    return 1 / (1 / tau_acoustic(x) + 1 / tau_impurity(x))


def drift_mobility(tau):
    """Drift velocity per field from the linearized Boltzmann equation."""
    v_thermal = np.sqrt(2 * kT / mass)
    speed = np.linspace(1e-6, 8.0, 4001) * v_thermal
    cosine, weight = np.polynomial.legendre.leggauss(8)
    v = speed[:, None]
    vx = v * cosine
    v_perp2 = v**2 * (1 - cosine**2)

    def maxwell(v_along):
        return np.exp(-mass * (v_along**2 + v_perp2) / (2 * kT))

    dv = 1e-4 * v_thermal
    slope = (maxwell(vx + dv) - maxwell(vx - dv)) / (2 * dv)
    x = mass * v**2 / (2 * kT)
    f1_per_field = -(charge / mass) * tau(x) * slope
    flux = simpson((v**2 * vx * f1_per_field) @ weight, x=speed)
    number = simpson((v**2 * maxwell(vx)) @ weight, x=speed)
    return flux / number


# Mobilities of the example from the derived formulas
c = np.sqrt(A / B)
mu_a = 4 * charge * A / (3 * np.sqrt(np.pi) * mass)
mu_i = 8 * charge * B / (np.sqrt(np.pi) * mass)
mu = mu_a * mobility_fraction(c)
mu_rule = 1 / (1 / mu_a + 1 / mu_i)

# Velocity-space integration against the formulas
drift_a = drift_mobility(tau_acoustic)
drift_i = drift_mobility(tau_impurity)
drift_both = drift_mobility(tau_both)
assert abs(drift_a / mu_a - 1) < 1e-6
assert abs(drift_i / mu_i - 1) < 1e-6
assert abs(drift_both / mu - 1) < 1e-6
assert abs(6 * drift_a / drift_i / c**2 - 1) < 1e-6

# Closed form against quadrature over a wide range of c
for c_test in (0.05, 0.3, 1.3, 2.0, 4.7, 15.0, 40.0):
    reference = fraction_by_quadrature(c_test)
    assert abs(mobility_fraction(c_test) / reference - 1) < 1e-8

# Control: equal energy exponents restore the sum of inverse mobilities
def tau_second(x):
    return B * x**-0.5


def tau_same_power(x):
    return 1 / (1 / tau_acoustic(x) + 1 / tau_second(x))


control = drift_mobility(tau_same_power)
control_rule = 1 / (1 / drift_a + 1 / drift_mobility(tau_second))
assert abs(control / control_rule - 1) < 1e-10
assert drift_both < 0.9 / (1 / drift_a + 1 / drift_i)

# Leading behaviour at both ends, from quadrature
c_small, c_large = 1e-3, 100.0
R_small = (1 + c_small**2 / 6) * fraction_by_quadrature(c_small)
R_large = (1 + c_large**2 / 6) * fraction_by_quadrature(c_large)
small_coefficient = -np.log(c_small) - np.euler_gamma - 1 / 6
# next corrections are about pi*c/2 and 720/c^2, respectively
assert abs((1 - R_small) / c_small**2 - small_coefficient) < 0.003
assert abs((1 - R_large) * c_large**2 - 14) < 0.1

# Scan, analytic bounds, slope bound and single minimum
log_c = np.linspace(np.log(0.01), np.log(100.0), 20001)
grid = np.exp(log_c)
R_grid = ratio_to_rule(grid)
step = log_c[1] - log_c[0]
assert np.all(R_grid < 1)
assert np.all(R_grid >= 1 - grid / 2)
assert np.all(R_grid >= 1 - 20 / grid**2)
assert np.max(np.abs(np.diff(np.log(R_grid)))) <= 2 * step
lowest = int(np.argmin(R_grid))
assert np.all(np.diff(R_grid[:lowest + 1]) < 0)
assert np.all(np.diff(R_grid[lowest:]) > 0)
lower_bound = R_grid[lowest] * np.exp(-step)
assert lower_bound < min(1 - 0.01 / 2, 1 - 20 / 100.0**2)

best = minimize_scalar(ratio_to_rule, bounds=(0.5, 8.0),
                       method="bounded", options={"xatol": 1e-9})
c_worst, R_worst = best.x, best.fun
assert lower_bound <= R_worst <= R_grid[lowest] + 1e-12
R_check = (1 + c_worst**2 / 6) * fraction_by_quadrature(c_worst)
assert abs(R_check - R_worst) < 1e-9


def excess_minus_ten_percent(c_value):
    return 1 / ratio_to_rule(c_value) - 1.1


c_low = brentq(excess_minus_ten_percent, 0.01, c_worst)
c_high = brentq(excess_minus_ten_percent, c_worst, 100.0)

# Impurity mobility wrongly inferred by subtracting inverse mobilities
mu_i_false = 1 / (1 / mu - 1 / mu_a)
assert mu_i_false < mu_i

print(f"mass = {mass / const.m_e:.2f} electron masses")
print(f"temperature = {temperature:.0f} K")
print(f"kT = {kT / const.e * 1e3:.3f} meV")
print(f"A = {A * 1e12:.3f} ps, B = {B * 1e12:.3f} ps")
print(f"c = {c:.4f} (dimensionless)")
print(f"energy of equal lifetimes = {c * kT / const.e * 1e3:.2f} meV")
print("lifetimes: E/kT, tau_a (ps), tau_i (ps), combined (ps)")
for x in (0.5, 1.0, 2.0, 4.0, 8.0):
    times = [t(x) * 1e12 for t in (tau_acoustic, tau_impurity, tau_both)]
    print(f"  {x:.1f}  {times[0]:.4f}  {times[1]:.4f}  {times[2]:.4f}")
si_c, ci_c = sici(c)
print(f"Ci(c) = {ci_c:.6f}, Si(c) = {si_c:.6f}")
print(f"g(c) = {(1 - mobility_fraction(c)) / c**2:.6f}")
print(f"mu/mu_a = {mu / mu_a:.5f}")
print(f"mu_a/mu_i = {mu_a / mu_i:.5f}")
print(f"mu_a = {mu_a * to_cm2:.2f} cm^2/(V s)")
print(f"mu_i = {mu_i * to_cm2:.2f} cm^2/(V s)")
print(f"mu, closed form = {mu * to_cm2:.2f} cm^2/(V s)")
print(f"mu, drift integral = {drift_both * to_cm2:.2f} cm^2/(V s)")
print(f"mu_M, inverse sum = {mu_rule * to_cm2:.2f} cm^2/(V s)")
print(f"R = mu/mu_M = {mu / mu_rule:.5f}")
print(f"overestimate mu_M/mu - 1 = {100 * (mu_rule / mu - 1):.2f} %")
print(f"falsely inferred mu_i = {mu_i_false * to_cm2:.2f} cm^2/(V s)")
print(f"true mu_i / inferred mu_i = {mu_i / mu_i_false:.4f}")
print("table: mu_a/mu_i, c, mu/mu_a, mu_M/mu_a, overestimate (%)")
for r in (0.01, 0.1, 0.3, 1.0, 3.0, 10.0, 100.0):
    c_r = np.sqrt(6 * r)
    part = mobility_fraction(c_r)
    rule = 1 / (1 + r)
    excess = 100 * (rule / part - 1)
    print(f"  {r:.2f}  {c_r:.4f}  {part:.5f}  {rule:.5f}  {excess:.2f}")
print(f"worst case: c = {c_worst:.4f}, mu_a/mu_i = {c_worst**2 / 6:.4f}")
print(f"worst case: R = {R_worst:.5f}")
print(f"worst overestimate = {100 * (1 / R_worst - 1):.2f} %")
print(f"grid spacing in ln c = {step:.6f}")
print(f"guaranteed lower bound on R = {lower_bound:.5f}")
print(f"overestimate above 10 % from mu_a/mu_i = {c_low**2 / 6:.4f}")
print(f"overestimate above 10 % up to mu_a/mu_i = {c_high**2 / 6:.3f}")
print(f"control, equal exponents: mu/mu_M = {control / control_rule:.8f}")
print("verified")
```

It prints:

```
mass = 0.30 electron masses
temperature = 300 K
kT = 25.852 meV
A = 0.200 ps, B = 0.050 ps
c = 2.0000 (dimensionless)
energy of equal lifetimes = 51.70 meV
lifetimes: E/kT, tau_a (ps), tau_i (ps), combined (ps)
  0.5  0.2828  0.0177  0.0166
  1.0  0.2000  0.0500  0.0400
  2.0  0.1414  0.1414  0.0707
  4.0  0.1000  0.4000  0.0800
  8.0  0.0707  1.1314  0.0666
Ci(c) = 0.422981, Si(c) = 1.605413
g(c) = 0.144545
mu/mu_a = 0.42182
mu_a/mu_i = 0.66667
mu_a = 882.05 cm^2/(V s)
mu_i = 1323.08 cm^2/(V s)
mu, closed form = 372.07 cm^2/(V s)
mu, drift integral = 372.07 cm^2/(V s)
mu_M, inverse sum = 529.23 cm^2/(V s)
R = mu/mu_M = 0.70303
overestimate mu_M/mu - 1 = 42.24 %
falsely inferred mu_i = 643.51 cm^2/(V s)
true mu_i / inferred mu_i = 2.0560
table: mu_a/mu_i, c, mu/mu_a, mu_M/mu_a, overestimate (%)
  0.01  0.2449  0.93154  0.99010  6.29
  0.10  0.7746  0.73049  0.90909  24.45
  0.30  1.3416  0.56088  0.76923  37.15
  1.00  2.4495  0.35239  0.50000  41.89
  3.00  4.2426  0.19030  0.25000  31.37
  10.00  7.7460  0.07862  0.09091  15.63
  100.00  24.4949  0.00969  0.00990  2.20
worst case: c = 2.1445, mu_a/mu_i = 0.7665
worst case: R = 0.70238
worst overestimate = 42.37 %
grid spacing in ln c = 0.000461
guaranteed lower bound on R = 0.70206
overestimate above 10 % from mu_a/mu_i = 0.0203
overestimate above 10 % up to mu_a/mu_i = 18.090
control, equal exponents: mu/mu_M = 1.00000000
verified
```
